\section*{Thermal mismatch stress in a thin film held in two directions}

\section*{Question}

I am stuck on an exercise about an interlayer dielectric. A thin film with Young's modulus $E=10$ GPa and Poisson ratio $\nu=0.25$ sits on a thick substrate. Its thermal expansion coefficient is larger than that of the substrate by 10 ppm/K. The film is free of stress at some high temperature and is then cooled by 350 K. What is the stress in the film?

My attempt was to multiply the mismatch by the temperature change, which gives a strain of 0.0035, and then to multiply by $E$, which gives 35 MPa. But I never used Poisson's ratio, and the film is held in two directions, not one. Should I double the result? Or does the Poisson effect reduce it, because a stretched body wants to shrink sideways?

I also don't see why the thicknesses of film and substrate are not given, or whether the stress by itself tells me if the film will crack.

\section*{Answer}

Your strain is right. The step from strain to stress is not, because $\sigma=E\varepsilon$ holds for a body pulled along one direction with its sides free. Your film is pulled along two directions at once. The stress is neither doubled nor reduced: it rises by a factor that depends on $\nu$.

\subsection*{The elastic strain}

Let $x$ and $y$ lie in the plane of the film and $z$ point out of it. Tension is positive. I assume that the film is isotropic and linearly elastic, that it stays bonded, that it does not yield or creep, and that we look at a point many film thicknesses away from any edge. For now the substrate is so thick that the film cannot deform it.

Let $T_0$ be the stress-free temperature and $T$ the final one. The substrate changes its in-plane length by the fraction $\alpha_s(T-T_0)$, and the bonded film has to follow. Left to itself, the film would have changed by $\alpha_f(T-T_0)$. Stress comes from the difference between the strain the film has and the strain it would have had if free:
\begin{align}
\varepsilon &= \alpha_s(T-T_0)-\alpha_f(T-T_0) \nonumber\\
&= (\alpha_f-\alpha_s)(T_0-T).
\end{align}
The second line follows by taking out the common factor and reversing both signs. On cooling, $T_0-T$ is positive, and here $\alpha_f>\alpha_s$, so $\varepsilon>0$. The film wants to shrink more than the substrate lets it, and is left stretched. With the numbers,
\begin{equation}
\varepsilon=(10\times10^{-6}\ \mathrm{K^{-1}})(350\ \mathrm{K})=0.0035 .
\end{equation}
The same strain applies along $x$ and along $y$, because both materials expand equally in all in-plane directions.

\subsection*{From strain to stress}

Hooke's law for an isotropic body reads
\begin{align}
\varepsilon_x&=\frac{1}{E}\left(\sigma_x-\nu\sigma_y-\nu\sigma_z\right),\\
\varepsilon_y&=\frac{1}{E}\left(\sigma_y-\nu\sigma_x-\nu\sigma_z\right),\\
\varepsilon_z&=\frac{1}{E}\left(\sigma_z-\nu\sigma_x-\nu\sigma_y\right),
\end{align}
where the strains are the elastic ones, with the thermal part already removed. Nothing pushes or pulls on the top surface, so $\sigma_z=0$ there. Away from the edges the stress does not vary along the film, and force balance along $z$ then keeps $\sigma_z=0$ through the whole thickness.

The two in-plane directions are equivalent, so $\sigma_x=\sigma_y=\sigma$ and $\varepsilon_x=\varepsilon_y=\varepsilon$. The first equation becomes
\begin{equation}
\varepsilon=\frac{\sigma-\nu\sigma}{E}=\frac{(1-\nu)\sigma}{E},
\end{equation}
and solving for the stress gives
\begin{equation}
\sigma=\frac{E}{1-\nu}\,\varepsilon
=\frac{E}{1-\nu}(\alpha_f-\alpha_s)(T_0-T).
\label{eq:stress}
\end{equation}
The combination $M_f=E/(1-\nu)$ is called the biaxial modulus of the film. Here
\begin{align}
M_f&=\frac{10\ \mathrm{GPa}}{1-0.25}=13.33\ \mathrm{GPa},\\
\sigma&=(13.33\times10^{3}\ \mathrm{MPa})(0.0035)=46.67\ \mathrm{MPa}.
\end{align}
The film is under a tension of about 47 MPa in each in-plane direction. That is 0.133 MPa for each kelvin of cooling.

\subsection*{Why Poisson's ratio raises the stress}

You are right that a body stretched along $y$ wants to shrink along $x$. But the substrate fixes the length along $x$, so this shrinkage is prevented, and preventing it takes extra tension along $x$.

One can follow this in steps. Start with $E\varepsilon$ in each direction. The stress along $y$ would contract the film along $x$ by $\nu\varepsilon$, so an extra stress $\nu E\varepsilon$ is needed along $x$ to undo it. By symmetry the same extra stress appears along $y$, which calls for a further $\nu^2E\varepsilon$ along $x$, and so on:
\begin{equation}
\sigma=E\varepsilon\,(1+\nu+\nu^2+\cdots)=\frac{E\varepsilon}{1-\nu}.
\end{equation}
For $\nu=0.25$ the factor is $1/0.75=1.333$, which takes your 35 MPa to 46.67 MPa. Doubling would be wrong because stresses along different directions are separate components. They are not added to each other.

Your 35 MPa does answer a different question. Suppose that the strain along $y$ is $r\varepsilon$ instead of $\varepsilon$, still with $\sigma_z=0$. Multiply the second Hooke equation by $\nu$ and add it to the first. The terms in $\sigma_y$ cancel:
\begin{equation}
\varepsilon_x+\nu\varepsilon_y
=\frac{\sigma_x-\nu\sigma_y+\nu\sigma_y-\nu^2\sigma_x}{E}
=\frac{(1-\nu^2)\sigma_x}{E}.
\end{equation}
With $\varepsilon_x=\varepsilon$ and $\varepsilon_y=r\varepsilon$ this gives
\begin{equation}
\sigma_x=\frac{1+\nu r}{1-\nu^2}\,E\varepsilon .
\end{equation}
For the film, $r=1$, and $(1+\nu)/(1-\nu^2)=1/(1-\nu)$ as before. For a strip free to contract sideways, $r=-\nu$, and the prefactor is $(1-\nu^2)/(1-\nu^2)=1$. That is your case.

The film is still free in one direction, its thickness. The third Hooke equation gives
\begin{equation}
\varepsilon_z=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,\varepsilon
=-\frac{0.50}{0.75}(0.0035)=-0.00233 .
\end{equation}
The minus sign means that the film gets thinner. This is the elastic part; the ordinary thermal contraction of the thickness comes on top of it. The freedom to thin keeps the stress moderate even in a nearly incompressible film: for $\nu\to1/2$, equation (\ref{eq:stress}) tends to $2E\varepsilon$. If the material were held in all three directions, Hooke's law with three equal stresses would give $\varepsilon=(1-2\nu)\sigma/E$, so $\sigma=E\varepsilon/(1-2\nu)$, which grows without limit as $\nu\to1/2$. The film formula should therefore not be used for a compact pocket of dielectric, with width comparable to its thickness, enclosed on all sides by stiff material. Shape matters as much as enclosure. In an elastic surrounding with $E=150$ GPa and $\nu=0.25$, a spherical pocket of this dielectric carries about 65 MPa in every direction, close to the 70 MPa of a rigid box. A buried lens 1000 times wider than it is thick can still thin, and carries about 47 MPa in the plane and under 1 MPa across it.

\subsection*{Why the thicknesses were not needed}

Equation (\ref{eq:stress}) contains no thickness because the substrate was taken as undeformable. To see how good this is, let the substrate have thickness $H$ and biaxial modulus $M_s$, and let the film have thickness $h\ll H$. Measure $z$ from the middle of the substrate, with the film at $z\approx H/2$. The substrate can now be compressed and bent, so its elastic strain, equal along $x$ and $y$, is
\begin{equation}
\varepsilon_s(z)=a-\kappa z .
\end{equation}
A positive curvature $\kappa$ means that the side carrying the film is shortened and becomes concave.

No outside force acts on the pair. The film pulls with a force $\sigma h$ per unit width, and the substrate has to balance it:
\begin{equation}
\int_{-H/2}^{H/2}M_s(a-\kappa z)\,dz+\sigma h=0
\;\Rightarrow\; M_saH=-\sigma h
\;\Rightarrow\; a=-\frac{\sigma h}{M_sH}.
\end{equation}
The term in $\kappa$ drops out because $z$ is odd. The moments about $z=0$ must balance too, and there the term in $a$ drops out:
\begin{equation}
-M_s\kappa\frac{H^3}{12}+\sigma h\frac{H}{2}=0
\;\Rightarrow\;
\kappa=\frac{6\sigma h}{M_sH^2}.
\label{eq:stoney}
\end{equation}
This is the Stoney relation. The strain at the substrate surface, where the film sits, is
\begin{equation}
a-\frac{\kappa H}{2}
=-\frac{\sigma h}{M_sH}-\frac{3\sigma h}{M_sH}
=-\frac{4\sigma h}{M_sH}.
\end{equation}
One quarter of it comes from compression and three quarters from bending. The film follows this contraction, so its elastic strain is reduced by the same amount:
\begin{equation}
\sigma=M_f\left(\varepsilon-\frac{4\sigma h}{M_sH}\right)
\;\Rightarrow\;
\sigma=\frac{M_f\varepsilon}{1+4M_fh/(M_sH)}
\approx M_f\varepsilon\left(1-\frac{4M_fh}{M_sH}\right).
\end{equation}
Both forms assume $h\ll H$. The last one also needs $4M_fh/(M_sH)\ll1$, since it keeps only the first order in that quantity.

Take $h=1$ \textmu m, $H=500$ \textmu m and $M_s=200$ GPa as round values. The loss of stress, relative to $M_f\varepsilon$, is
\begin{equation}
\frac{4M_fh}{M_sH}=\frac{4\times13.33\times1}{200\times500}=5.3\times10^{-4}.
\end{equation}
The stress drops from 46.67 to 46.64 MPa, which does not matter here. For a film much thinner than its substrate, what has to be small is the product of the thickness ratio $h/H$ and the stiffness ratio $M_f/M_s$. A film on a thin or soft carrier can lose much more. The expanded form then fails, but $M_f\varepsilon/[1+4M_fh/(M_sH)]$ still gives the mean film stress as long as $h\ll H$ and the bending stiffness of the film is negligible, $M_fh^3\ll M_sH^3$. When these conditions are not met, the full balance of forces and moments in both layers is needed.

The bending itself can be measured, and this is useful because equation (\ref{eq:stoney}) can be turned around to find $\sigma$ without knowing $E$ or $\nu$ of the film. Here
\begin{equation}
\kappa=\frac{6\,(46.67\times10^{6}\ \mathrm{Pa})(10^{-6}\ \mathrm{m})}
{(200\times10^{9}\ \mathrm{Pa})(500\times10^{-6}\ \mathrm{m})^2}
=5.60\times10^{-3}\ \mathrm{m^{-1}},
\end{equation}
a radius of curvature of about 179 m. Solving the two-layer plate with the film thickness kept gives $5.608\times10^{-3}\ \mathrm{m^{-1}}$, larger by about 0.15\%. The difference has two sources. The film force acts at a distance $(H+h)/2$ from the middle of the substrate, not $H/2$, which raises the curvature by $h/H=0.2\%$. The small loss of stress lowers it by 0.05\%. Both values come from linear plate theory, which needs the sag of the wafer to be small compared with $H$. For a circular wafer of radius 100 mm with these numbers the sag is about $0.06H$, and the curvature at the centre is lower by a further 0.13\%. With ten times the film force $\sigma h$ the sag reaches about $0.5H$ and the curvature at the centre falls about 10\% below the Stoney value.

\subsection*{Does 47 MPa crack the film?}

The stress alone cannot tell you. A crack or a debond grows if the elastic energy released per unit of new crack area covers what the material or the interface consumes. The energy stored per volume is half the sum of stress times strain over the three directions, and the $z$ term vanishes because $\sigma_z=0$. Per unit area of film,
\begin{equation}
U=\frac{h}{2}(\sigma\varepsilon+\sigma\varepsilon)=h\sigma\varepsilon
=\frac{(1-\nu)\sigma^2h}{E},
\end{equation}
where the last step uses $\varepsilon=(1-\nu)\sigma/E$. For the film of 1 \textmu m,
\begin{equation}
U=(10^{-6}\ \mathrm{m})(46.67\times10^{6}\ \mathrm{Pa})(0.0035)=0.163\ \mathrm{J/m^2}.
\end{equation}
The stress does not depend on $h$ in the thick-substrate limit, but $U$ is proportional to $h$. Two films of the same material, cooled by the same amount, carry the same stress, yet the thicker one has more energy to give. This is how a thin film can survive where a thick one fails.

$U$ is what the film gives up when it comes off completely and relaxes in both directions. A particular crack may release a different amount. Take a long, straight debonding front that starts at a free edge of the film and moves along $x$, with the film behind it flat and still held along $y$. The free edge matters: it lets the detached part contract along $x$. Behind the front $\sigma_x=0$ and $\varepsilon_y=\varepsilon$, so $\sigma_y=E\varepsilon$, and an energy $\tfrac12E\varepsilon^2h$ per area stays in the film. The energy released per debonded area is
\begin{equation}
G=\frac{E\varepsilon^2h}{1-\nu}-\frac{E\varepsilon^2h}{2}
=\frac{2-(1-\nu)}{2(1-\nu)}\,E\varepsilon^2h
=\frac{1+\nu}{2}\,U .
\end{equation}
The last step uses $U=E\varepsilon^2h/(1-\nu)$. This $G$ is to be compared with the fracture energy of the interface. A crack running through the film itself has a different geometry and needs its own calculation.

\subsection*{When the formula needs changing}

\begin{itemize}
\item If the film is heated from its stress-free state, $T_0-T$ is negative and the stress is compressive, with the same size. A compressed film can buckle off the substrate, which the flat-film picture leaves out.
\item If the expansion coefficients vary with temperature, the product in $\varepsilon$ becomes an integral of $\alpha_f-\alpha_s$ over temperature. If the elastic constants vary as well, but the film stays elastic, the values at the final temperature enter, since Hooke's law links the present stress to the present elastic strain.
\item If the film flows or creeps during part of the cooling, that part builds up less stress, and $T_0$ is no longer simply the highest temperature reached.
\item If deposition or curing leaves a stress of its own, it adds to the thermal one as long as the response is linear.
\item At a free edge the film has nothing to pull against sideways, so the in-plane stress normal to the edge falls to zero there, and the uniform solution does not apply.
\end{itemize}

\section*{Computed values}
\begin{verbatim}
Young's modulus of film: 10.0 GPa
Poisson ratio of film: 0.25
Expansion mismatch: 10.0 ppm/K
Cooling from stress-free state: 350 K
Film thickness: 1.0 um
Substrate thickness: 500 um
Substrate biaxial modulus: 200 GPa
In-plane elastic strain: 0.00350 (dimensionless)
Film biaxial modulus: 13.33 GPa
Biaxial film stress, formula: 46.67 MPa
Biaxial film stress, stiffness matrix: 46.67 MPa
Stress per kelvin of cooling: 0.1333 MPa/K
Stress with one direction free: 35.00 MPa
Ratio biaxial to one-direction: 1.3333
Through-thickness elastic strain: -0.00233
Fractional stress loss, first order: 5.333e-04
Fractional stress loss, two-layer plate: 5.346e-04
Mean film stress, two-layer plate: 46.64 MPa
Mean film stress on heating, plate: -46.64 MPa
Curvature, thin-film formula: 5.600e-03 1/m
Curvature, two-layer plate: 5.608e-03 1/m
Radius of curvature, thin-film formula: 178.6 m
Elastic energy stored in film per area: 0.1633 J/m^2
\end{verbatim}
